# Steady Solute Profile Ahead of a Planar Solidification Front

A silicon melt carries $2.0\times10^{19}$ dopant atoms per cm³ and freezes at 4 m/s. In the example treated here, the liquid touching the solid holds $8.0\times10^{19}$ cm⁻³, four times as much, yet the solid that forms from it holds $2.0\times10^{19}$ cm⁻³, the same as the distant melt. Thirty nanometres ahead of the front the enrichment is below one per cent. The theorem below accounts for all three numbers.

## Setting and theorem

The front is a plane moving in the $+x$ direction at speed $V>0$, with solid behind it and liquid ahead. The distance from the front into the liquid is $z=x-Vt$. Concentrations are numbers of solute atoms per volume: $C(z)$ in the liquid, $C_l=C(0)$ in the liquid at the front, and $C_s$ in the solid just formed. The partition coefficient is $k=C_s/C_l$, taken at the actual front speed. It need not equal the equilibrium value. No electromagnetic quantity enters, so nm, cm⁻³ and m/s are used throughout.

**Assumptions.**

1. $V$, the liquid diffusivity $D$, and $k>0$ are constant.
2. The melt is deep, and $C\to C_0$ far from the front.
3. The profile is steady in the frame of the front.
4. The liquid is at rest, and solid and liquid have equal density.
5. Solute does not diffuse in the solid.

**Theorem.** Under these assumptions the liquid profile is

$$C(z)=C_0\left[1+\frac{1-k}{k}\,e^{-Vz/D}\right],\qquad z\ge 0,$$

and therefore $C_l=C_0/k$ and $C_s=C_0$.

## Two lemmas

**Lemma 1 (transport).** In the frame of the front, the steady profile obeys $DC''+VC'=0$, where primes denote $d/dz$.

*Proof.* In liquid at rest the solute flux is $J=-D\,\partial C/\partial x$ by Fick's law. Conservation, $\partial C/\partial t=-\partial J/\partial x$, gives

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}\quad\text{at fixed }x.$$

A fixed point $x$ approaches the front as time passes, since $\partial z/\partial t=-V$. The chain rule turns the time derivative at fixed $x$ into the one at fixed $z$ minus $V\,\partial C/\partial z$. Hence

$$\frac{\partial C}{\partial t}\bigg|_z=D\frac{\partial^2C}{\partial z^2}+V\frac{\partial C}{\partial z}. \tag{1}$$

For a steady profile the left side vanishes. ∎

**Lemma 2 (balance at the front).** At $z=0$,

$$V(C_l-C_s)=-DC'(0),\qquad\text{or}\qquad V(1-k)C_l=-DC'(0). \tag{2}$$

*Proof.* During $dt$ the front sweeps a slab of thickness $V\,dt$. Per unit area the slab held $C_lV\,dt$ solute atoms as liquid and holds $C_sV\,dt$ as solid. The difference cannot leave through the solid, where there is no diffusion, so it enters the liquid ahead. The diffusive flux there, counted positive away from the front, is $-DC'(0)$. Equating the two amounts and dividing by $dt$ gives the first form. Inserting $C_s=kC_l$ gives the second. ∎

For $k<1$ the left side of (2) is positive, so $C'(0)<0$: solute piles up at the front and diffuses forward.

## Proof of the theorem

Lemma 1 is a first-order equation for $C'$, namely $(C')'=-(V/D)C'$. Its solution is $C'=C'(0)e^{-Vz/D}$. A second integration gives

$$C(z)=A+Be^{-Vz/D},\qquad B=-\frac{D}{V}C'(0).$$

Since $V>0$, the exponential vanishes far ahead, and assumption 2 gives $A=C_0$. At the front, $C_l=C_0+B$ and $-DC'(0)=VB$. Equation (2) becomes

$$V(1-k)(C_0+B)=VB.$$

Dividing by $V$ and collecting the terms in $B$,

$$(1-k)C_0=B-(1-k)B=kB,\qquad B=\frac{1-k}{k}C_0.$$

This is the stated profile. At $z=0$ the bracket is $1+(1-k)/k=1/k$, so $C_l=C_0/k$ and $C_s=kC_l=C_0$. ∎

**Remark (why the solid has the melt's composition).** In the frame of the front, liquid of concentration $C_0$ streams in from afar at speed $V$, and solid leaves at the same speed. A steady layer neither gains nor loses solute, so $VC_0=VC_s$. The value of $k$ does not affect the composition of the steady solid. It sets how strongly the liquid must be enriched before the front can deliver that composition.

**Remark (limits in $k$).** For $k=1$ the profile is flat. For $k>1$ the solid prefers the solute, $B$ is negative, and the liquid at the front is depleted. As $k\to0$ the amplitude grows without bound. At $k=0$ the balance reads $C_0+B=B$, which has no solution for $C_0>0$: a front that takes up no solute pushes an ever-growing amount ahead of it.

## The numbers of the example

The inputs are rough values for silicon melted by a nanosecond laser pulse after implantation of a heavy dopant such as bismuth: $V=4$ m/s, $D=2\times10^{-4}$ cm²/s, $k=0.25$, $C_0=2\times10^{19}$ cm⁻³, and a melt 200 nm deep. In convenient units $V=4$ nm/ns and $D=20$ nm²/ns, so

$$\delta\equiv\frac DV=\frac{20}{4}\ \text{nm}=5\ \text{nm},\qquad \frac{1-k}{k}=\frac{0.75}{0.25}=3.$$

At the front $C_l=C_0(1+3)=8.0\times10^{19}$ cm⁻³. At $z=10$ nm, two layer thicknesses ahead, $C=C_0(1+3e^{-2})=2.81\times10^{19}$ cm⁻³. The enrichment falls to one per cent of $C_0$ where $3e^{-z/\delta}=0.01$, at $z=\delta\ln 300=28.5$ nm.

The rejected flux is $V(C_l-C_s)=(400\ \text{cm/s})(6\times10^{19}\ \text{cm}^{-3})=2.4\times10^{22}$ cm⁻² s⁻¹. Diffusion can carry so large a flux because the concentration drops over only a few nanometres.

## How the steady state is reached

The steady layer contains an excess per unit area

$$N=\int_0^\infty(C-C_0)\,dz=\frac{1-k}{k}C_0\int_0^\infty e^{-Vz/D}dz=\frac{1-k}{k}\frac{C_0D}{V}.$$

Here $N/C_0=3\times5=15$ nm, and $N=3.0\times10^{13}$ cm⁻².

**Proposition 1 (source of the excess).** If freezing starts in a uniform melt, the solute missing from the solid, compared with solid of concentration $C_0$, amounts to $N$ per unit area once the profile is steady.

*Proof.* Integrate (1) over the liquid. Far ahead $C=C_0$ and the gradient vanishes, so

$$\frac{d}{dt}\int_0^\infty(C-C_0)\,dz=VC_0-\left[DC'(0)+VC_l\right]=V(C_0-C_s),$$

where (2) was used in the form $DC'(0)+VC_l=VC_s$. Integrating over time from the uniform start, where the excess is zero, gives $N=\int V(C_0-C_s)\,dt$. ∎

The first solid has concentration $kC_0$, so the front initially rejects $(1-k)C_0$ per unit volume frozen. At that rate the layer would fill over a distance $N/[(1-k)C_0]=D/(kV)=20$ nm. The rejection weakens as the layer fills, so the approach takes longer.

Its final rate follows from (1) and (2). Let $c$ be the deviation from the steady profile, with length in units of $D/V$ and time $\tau$ in units of $D/V^2$. Then $c_\tau=c''+c'$, with $c'(0)+(1-k)c(0)=0$. Writing $c=e^{-z/2}u$ removes the first derivative:

$$u_\tau=u''-\tfrac14u,\qquad u'(0)=-\left(\tfrac12-k\right)u(0).$$

For $k<\tfrac12$ there is one localized mode, $u=e^{-(1/2-k)z}$. Its decay rate is $\tfrac14-(\tfrac12-k)^2=k(1-k)$. The remaining modes are waves in $z$ and decay at rates of at least $\tfrac14$, so the localized mode survives longest. For $k=0.25$ its rate is 0.1875.

A time-dependent finite-volume calculation, started from a uniform melt and using (1) and (2) without the steady formula, gives a solid at 95% of $C_0$ after 62 nm and at 99% after 105 nm. Between these points the deficit shrinks fivefold. The slowest mode predicts a distance of $5\ln5/0.1875=43$ nm for that, as found. Runs with $k=0.25$, 0.6 and 1.5, each lasting $60D/V^2$, ended within $7\times10^{-4}C_0$ of the theorem's profile.

In a melt 200 nm deep, the transient therefore takes up about half the frozen thickness. At the other end, assumption 2 fails when the layer meets the free surface. If no solute evaporates, the 15 nm equivalent missing from the first solid must end up in the last solid, near the surface. It is $15/200=7.5\%$ of the solute in the melt.

## A melt that is not uniform

An implanted dopant is not spread evenly. The simplest case is an undisturbed melt with constant gradient $g$, whose concentration in the frame of the front is $C_b(z,t)=C_0+g(z+Vt)$. It satisfies (1), since both sides equal $gV$.

**Proposition 2 (lag).** After the transient, the solid forming at the front has concentration

$$C_s=C_b(0,t)-g\ell,\qquad \ell=\frac DV\,\frac{1-2k}{k}.$$

*Proof.* The rate $\partial C/\partial t$ obeys the same linear equation and front condition as $C$, and its far value is the constant $gV$. By the theorem it settles to $gV[1+\frac{1-k}{k}e^{-Vz/D}]$. The excess $u=C-C_b$ therefore changes at the rate $gV\frac{1-k}{k}e^{-Vz/D}$, and its integral changes at

$$\frac{d}{dt}\int_0^\infty u\,dz=\frac{1-k}{k}\,gD.$$

Integrating (1) for $u$ gives the same quantity as $-Du'(0)-Vu(0)$. Since $u'(0)=C'(0)-g$ and $u(0)=C_l-C_b(0,t)$, equation (2) turns this into $VC_b(0,t)+Dg-VC_s$. Equating the two expressions,

$$VC_s=VC_b(0,t)+gD\left(1-\frac{1-k}{k}\right)=VC_b(0,t)-gD\,\frac{1-2k}{k}.$$

Division by $V$ completes the proof. ∎

For $k<1$ and $g>0$ two effects compete. The growing layer withholds solute from the solid, while diffusion down the background gradient supplies some. For $g<0$ both change sign. They cancel at $k=\tfrac12$. In the example $\ell=5\times(0.5/0.25)=10$ nm, which the time-dependent calculation reproduces. If the background changes by $C_0$ over 100 nm, the solid differs from the local background by $10/100=10\%$ of $C_0$. This figure holds for a constant gradient. A real implanted profile has a varying gradient and also spreads by diffusion in the melt, by about $\sqrt{2Dt}=45$ nm in 50 ns, so the solid can differ from the profile as implanted by considerably more.

## Does the front stay planar?

For $k<1$ a bump on the front reaches into less enriched liquid, which freezes at a higher temperature. This favours the bump, while surface tension opposes it. The marginal case is a ripple $z=\varepsilon\cos Qy$ of small height that neither grows nor decays.

**Lemma 3 (response to a static ripple).** Let $G=C'(0)$ be the gradient of the flat-front profile and $q=QD/V$. To first order in $\varepsilon$, the concentration along the front changes by $sG\varepsilon\cos Qy$, with

$$s=\frac{p-1}{p-1+k},\qquad p=\tfrac12+\sqrt{\tfrac14+q^2}.$$

*Proof.* Add $\varepsilon ae^{-pVz/D}\cos Qy$ to the flat profile. The steady diffusion equation, now with a $y$ derivative, requires $p^2-p-q^2=0$. The root that decays ahead of the front is the one stated. A static ripple advances at $V$ everywhere, and its tilt alters the normal speed and normal gradient only at second order. So $k$ keeps its value, and (2) holds at the displaced front. The first-order terms are

$$V(1-k)(G+a)=-D\left[C''(0)-\frac{pV}{D}a\right].$$

Lemma 1 gives $C''(0)=-(V/D)G$, so the right side is $V(G+pa)$. Dividing by $V$ gives $(1-k)(G+a)=G+pa$, hence $a=-kG/(p-1+k)$. The change at the front is $(G+a)\varepsilon\cos Qy=sG\varepsilon\cos Qy$. ∎

Let $x_0$ be the far atomic fraction of solute, $M$ the fall of the freezing temperature per unit atomic fraction, and $\Gamma$ the capillary coefficient, which multiplies the curvature. At a crest the lower solute content raises the freezing temperature by $Mx_0\frac{1-k}{k}\frac VD\,s\varepsilon$, and curvature lowers it by $\Gamma q^2(V/D)^2\varepsilon$. Take the temperature as uniform along the front. This omits the heat flow around the ripple. When latent heat leaves through the solid and the liquid ahead is not colder than the front, a crest is warmer than a trough, which would help to stabilize the front. A static ripple then needs the two shifts to be equal:

$$Mx_0\,\frac{1-k}{k}\,\frac{s}{q^2}=\Gamma\frac VD.$$

From $p^2-p=q^2$ follows $p-1=q^2/p$, so $s/q^2=1/[p(p-1+k)]$. This is below $1/k$ for every $q>0$, because $p>1$. No static ripple exists, and capillarity outweighs the solute effect at every wavelength, if

$$V>V_c=\frac{DMx_0(1-k)}{k^2\Gamma}.$$

This condition concerns static ripples only. It does not cover oscillating instabilities, nor the change of $k$ with speed along a growing ripple. With the speed-dependent $k$ introduced below, uniform temperature and no kinetic undercooling, long-wave disturbances at 4 m/s grow at a rate near $k/(1-k)^2=0.44$ in units of $V^2/D$, although no static ripple exists. For the inputs used below, a kinetic undercooling of 1 K per m/s of front speed removes this growth, and the value for silicon is of order 10 K per m/s.

With $5\times10^{22}$ atoms per cm³, $x_0=4\times10^{-4}$. Rough inputs $M=1000$ K, about twice the equilibrium value for a dilute, strongly rejected solute, and $\Gamma=140$ K nm give

$$V_c=\frac{20\times1000\times4\times10^{-4}\times0.75}{0.0625\times140}=0.69\ \text{nm/ns}=0.69\ \text{m/s}.$$

The front at 4 m/s satisfies the condition. The value 0.69 m/s is not the speed at which a slowing front would break up, because it holds $k$ at 0.25, and $k$ changes with speed.

The continuous growth model with negligible equilibrium partition has $k=V/(V+V_d)$. Matching $k=0.25$ at 4 m/s gives $V_d=V(1-k)/k=12$ m/s. Then $(1-k)/k^2=V_d(V+V_d)/V^2$, and the marginal condition becomes, in m/s,

$$V^3=\frac{DMx_0}{\Gamma}V_d(V+V_d)=0.69\,(V+12),$$

whose positive root is about 2.1 m/s with $D$, $M$ and $\Gamma$ held fixed. For this $M$ and $V_d$, at uniform temperature, the margin is about a factor of two in speed. This figure is sensitive to both choices. With $V_d=32$ m/s, which gives $k=0.11$ at 4 m/s and is of the size reported for bismuth, the root is 4.0 m/s and the margin vanishes. The omitted heat flow acts the other way and is not small. For rough silicon values (latent heat $L=4.2\times10^9$ J/m³, conductivities $K_s=22$ and $K_l=55$ W/(m K), no gradient in the liquid), $LV/(K_s+K_l)\approx0.22$ K/nm at 4 m/s, against $Mx_0\frac{1-k}{k}\frac VD=0.24$ K/nm. Including it lowers the marginal speed to about 1.2 m/s for $V_d=12$ m/s and about 2.6 m/s for $V_d=32$ m/s. At a fast front $M$ itself is uncertain, because it depends on the speed and on the energy spent in redistributing solute (solute drag). With $M=3000$ K the root would be about 3.1 m/s, still below 4 m/s but with less margin. A heavier dose raises $x_0$ and with it the marginal speed, so the margin shrinks.

## Other assumptions, and the real case

**Speed.** In the same growth model, a steady front 10% faster has $k=0.268$, and at fixed $C_0$ its front concentration $C_0/k$ is 6.8% lower. The steady solid still has concentration $C_0$. While the speed is changing, the stored excess changes too, and the solid departs from $C_0$. In this growth model, a 10% change of speed spread over 5 ns moves the solid temporarily by 7 to 8% of $C_0$.

**Density.** Silicon is denser as a liquid, by roughly 10%. Conservation of mass makes liquid approach the front at $U=V\rho_s/\rho_l$ instead of $V$. For the solute mass fraction $w$, transport reads $Dw''+Uw'=0$. The front balance $\rho_sVw_s=\rho_l[Uw_l+Dw'(0)]$ reduces, with $\rho_sV=\rho_lU$, to $U(w_l-w_s)=-Dw'(0)$. The theorem then holds for $w$, with $k=w_s/w_l$ and $U$ in place of $V$. The layer thickens from 5.0 to 5.5 nm. Solid and distant melt then share the same mass fraction, but not the same number per volume: the solid holds $C_0\rho_s/\rho_l$, about 9% less than the melt, or $1.8\times10^{19}$ cm⁻³ in the example.

**Diffusion in the solid.** Freezing 200 nm takes 50 ns. With a rough solid diffusivity of $10^{-11}$ cm²/s, the spread $\sqrt{2D_st}$ in that time is 0.01 nm, far below an atomic spacing.

**Convection.** Suppose the melt flows along the surface at 1 m/s, varying over 1 mm. Incompressibility then allows a normal velocity across the layer of about $(1\ \text{m/s})(5\ \text{nm})/(1\ \text{mm})=5\times10^{-6}$ m/s, negligible beside 4 m/s.

**Atomic scale.** The layer spans about 21 atomic spacings of 0.24 nm, so a continuous concentration is reasonable, though not by a wide margin.

Front speeds of metres per second and melts of a few hundred nanometres are typical of nanosecond laser melting of silicon. The diffusivity and partition coefficient depend on the dopant and are less certain, and the layer thickness shares the relative uncertainty of $D$. Such a process strains the assumptions of constant speed, a uniform and deep melt, and a completed transient. For the numbers used here, a constant gradient of $C_0$ per 100 nm shifts the solid by 10% of $C_0$, a front moving at constant speed from the start leaves solid within 1% of $C_0$ only after 105 nm, and the last layers at the surface lie outside the theorem. The remaining values are listed in the numerical output.

## Computed values

```
INPUTS (rough, laser-melted silicon with heavy dopant)
front speed V = 4.0 m/s
liquid diffusivity D = 2.0e-04 cm2/s = 20.0 nm2/ns
partition coefficient k = 0.25
far concentration C0 = 2.00e+19 cm^-3
melt depth = 200 nm
PROFILE
layer thickness D/V = 5.00 nm
amplitude (1-k)/k = 3.00
C at z =  0 nm: 8.000e+19 cm^-3
C at z =  5 nm: 4.207e+19 cm^-3
C at z = 10 nm: 2.812e+19 cm^-3
C at z = 20 nm: 2.110e+19 cm^-3
C at z = 30 nm: 2.015e+19 cm^-3
solid concentration = 2.000e+19 cm^-3
excess falls to 1% of C0 at z = 28.5 nm
rejected flux = 2.40e+22 cm^-2 s^-1
stored excess = 3.00e+13 cm^-2
stored excess / C0 = 15.00 nm
RELAXATION FROM A UNIFORM MELT
largest profile error, k = 0.25, 0.6, 1.5: 6.6e-04 C0
solute missing from solid / C0 = 15.00 nm
solid reaches 95% of C0 after 62.1 nm
solid reaches 99% of C0 after 104.7 nm
NEGLECTED EFFECTS (rough inputs)
background scale = 100 nm
lag of solid profile, computed = 10.00 nm
resulting shift of solid value = 10.0 % of C0
atom density = 5.0e+22 cm^-3
atomic fraction: far 0.040 %, front 0.160 %
liquidus slope size = 1000 K per atomic fraction
capillary coefficient = 140 K nm
static ripples suppressed above V = 0.69 m/s
densities: solid 2.33, liquid 2.57 g/cm3
layer thickness with density change = 5.52 nm
growth-model speed Vd = 12.0 m/s
k if V rises by 10% = 0.268
front concentration then changes by -6.8 %
freezing time = 50 ns
solid diffusivity = 1e-11 cm2/s
solid diffusion spread = 0.010 nm
surface flow = 1 m/s over 1 mm
normal flow across layer = 5.0e-06 m/s
atomic spacing = 0.235 nm
layer thickness / atomic spacing = 21
```
